# Why the scalar effective-index method never underestimates the fundamental propagation constant: a numerical check

```python
"""
Result under test: for the scalar equation
    (d2/dx2 + d2/dy2 + k^2 n^2(x,y)) psi = beta^2 psi
the effective-index value beta_EI^2 is never below the fundamental beta^2.
beta_EI^2 is the top of the spectrum of d2/dx2 + k^2 N^2(x), and k^2 N^2(x)
is the top of the spectrum of the vertical operator d2/dy2 + k^2 n^2(x,y).
x: lateral, y: vertical, k = 2 pi / wavelength.  Lengths are in micrometres.
Squared indices ("n2", "eps") are squared propagation constants over k^2.
Example: GaAs rib on AlGaAs under air, with rough typical indices.
"""
import numpy as np
import scipy.sparse as sp
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse.linalg import LinearOperator, eigs, eigsh, splu

wavelength = 1.55
k = 2 * np.pi / wavelength
n_core, n_sub, n_air = 3.37, 3.27, 1.0
e_core, e_sub, e_air = n_core**2, n_sub**2, n_air**2
width, thick, rest = 2.0, 1.0, 0.6
rest_thin = 0.3


def slab_top(e_film, e_low, e_up, t, magnetic=False):
    """Top of the slab spectrum; the larger outer eps if nothing is bound."""
    e_out = max(e_low, e_up)
    q_max = k * np.sqrt(e_film - e_out)
    r_low = e_film / e_low if magnetic else 1.0
    r_up = e_film / e_up if magnetic else 1.0

    def mismatch(q):
        g_low = np.sqrt(max(k**2 * (e_film - e_low) - q**2, 0.0))
        g_up = np.sqrt(max(k**2 * (e_film - e_up) - q**2, 0.0))
        return q * t - np.arctan(r_low * g_low / q) - np.arctan(r_up * g_up / q)

    if mismatch(q_max) <= 0:
        return e_out
    q = brentq(mismatch, 1e-9, q_max, xtol=1e-13)
    return e_film - (q / k)**2


def gradient(n, h, mirror):
    """Differences on cell faces; zero outside; optional mirror at the start."""
    g = sp.diags([np.ones(n), -np.ones(n)], [0, -1], shape=(n + 1, n)) / h
    g = g.tocsr()
    return g[1:] if mirror else g


def top_1d(g, eps):
    """Largest squared index of the one-dimensional finite-difference problem."""
    lap = (g.T @ g).tocsr()
    low = eigvalsh_tridiagonal(lap.diagonal() - k**2 * eps, lap.diagonal(1),
                               select='i', select_range=(0, 0))[0]
    return -low / k**2


def solve_guide(h, left_over, field=None, x_max=5.0, depth=3.0):
    """Fundamental squared index on the half guide x > 0.
    field=None: scalar; 'x' or 'y': semivectorial, main electric component."""
    nx, ny = round(x_max / h), round((depth + 1.4) / h)
    x = (np.arange(nx) + 0.5) * h
    y = (np.arange(ny) + 0.5) * h - depth
    X, Y = np.meshgrid(x, y, indexing='ij')
    eps = np.full((nx, ny), e_air)
    eps[Y < 0] = e_sub
    eps[(Y > 0) & (Y < left_over)] = e_core
    eps[(Y > 0) & (Y < thick) & (X < width / 2)] = e_core
    g_x, g_y = gradient(nx, h, True), gradient(ny, h, False)
    GX = sp.kron(g_x, sp.identity(ny), format='csr')
    GY = sp.kron(sp.identity(nx), g_y, format='csr')
    flat = eps.ravel()

    def kinetic(G, vector):
        if not vector:
            return G.T @ G
        weight = abs(G)
        face = (weight @ flat) / (weight @ np.ones(flat.size))
        return G.T @ sp.diags(1 / face) @ G @ sp.diags(flat)

    H = kinetic(GX, field == 'x') + kinetic(GY, field == 'y')
    H = (H - k**2 * sp.diags(flat)).tocsc()
    shift = -k**2 * e_core
    shifted = (H - shift * sp.identity(flat.size)).tocsc()
    start = np.ones(flat.size)
    if field is None:
        lu = splu(shifted, permc_spec='MMD_AT_PLUS_A', diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
        inv = LinearOperator(H.shape, matvec=lu.solve, dtype=float)
        val, vec = eigsh(H, k=1, sigma=shift, OPinv=inv, v0=start)
    else:
        lu = splu(shifted)
        inv = LinearOperator(H.shape, matvec=lu.solve, dtype=float)
        val, vec = eigs(H, k=1, sigma=shift, OPinv=inv, v0=start)
        assert abs(val[0].imag) < 1e-7
    psi = vec[:, 0].real.reshape(nx, ny)
    return -val[0].real / k**2, psi, eps, g_x, g_y


# --- the inequality on random profiles (unit mesh, wavenumber one) ---
rng = np.random.default_rng(7)
mx, my = 10, 14
gx_small, gy_small = gradient(mx, 1.0, False), gradient(my, 1.0, False)
lap_x = (gx_small.T @ gx_small).toarray()
lap_y = (gy_small.T @ gy_small).toarray()
lap_xy = np.kron(lap_x, np.eye(my)) + np.kron(np.eye(mx), lap_y)


def both_methods(eps):
    full = -np.linalg.eigvalsh(lap_xy - np.diag(eps.ravel()))
    local = [-np.linalg.eigvalsh(lap_y - np.diag(row))[0] for row in eps]
    reduced = -np.linalg.eigvalsh(lap_x - np.diag(local))
    return full, reduced


n_random = 150
random_gaps, separable_gaps = [], []
for trial in range(n_random):
    full, reduced = both_methods(rng.uniform(0, 3, (mx, my)))
    random_gaps.append(reduced[0] - full[0])
    sum_profile = rng.uniform(0, 3, (mx, 1)) + rng.uniform(0, 3, (1, my))
    full, reduced = both_methods(sum_profile)
    separable_gaps.append(abs(reduced[0] - full[0]))
assert min(random_gaps) > 1e-6
assert max(separable_gaps) < 1e-10
full, reduced = both_methods(np.ones((mx, my)))
second_gap = reduced[1] - full[1]
assert second_gap < -1e-3

# --- effective-index method from the slab dispersion equations ---
N2_rib = slab_top(e_core, e_sub, e_air, thick)
N2_side = slab_top(e_core, e_sub, e_air, rest)
n2_EI = slab_top(N2_rib, N2_side, N2_side, width)
assert N2_side > e_sub

# --- lower bound from one fixed vertical profile ---
q = k * np.sqrt(e_core - N2_rib)
g_low, g_up = k * np.sqrt(N2_rib - e_sub), k * np.sqrt(N2_rib - e_air)
phase = np.arctan(g_low / q)


def film_power(y):
    return np.cos(q * y - phase)**2


total = (quad(film_power, 0, thick)[0] + film_power(0) / (2 * g_low)
         + film_power(thick) / (2 * g_up))


def etched_fraction(left_over):
    return quad(film_power, left_over, thick)[0] / total


fraction = etched_fraction(rest)
M2_side = N2_rib - (e_core - e_air) * fraction
n2_lower = slab_top(N2_rib, M2_side, M2_side, width)

# --- two-dimensional solution, mesh and box convergence ---
meshes = [0.05, 0.025, 0.0125]
runs = [solve_guide(h, rest) for h in meshes]
v50, v25, v12 = [run[0] for run in runs]
n2_2d = v12 + (v12 - v25) / 3
mesh_shift = n2_2d - (v25 + (v25 - v50) / 3)
box_shift = solve_guide(0.025, rest, x_max=6.5, depth=4.0)[0] - v25
gap = n2_EI - n2_2d
assert abs(box_shift) < 1e-4
assert gap > 5 * (abs(mesh_shift) + abs(box_shift))
assert n2_lower < n2_2d < n2_EI

# --- split of the gap into vertical and lateral mismatch, finest mesh ---
_, psi, eps, g_x, g_y = runs[-1]
psi = psi / np.linalg.norm(psi)
columns = np.arange(psi.shape[0])
rib_grid, side_grid = top_1d(g_y, eps[0]), top_1d(g_y, eps[-1])
inside = (columns + 0.5) * meshes[-1] < width / 2
N2_grid = np.where(inside, rib_grid, side_grid)
EI_grid = top_1d(g_x, N2_grid)
local_power = np.sum(N2_grid[:, None] * psi**2)
part_A = (np.sum((g_y @ psi.T)**2) / k**2 - np.sum(eps * psi**2)
          + local_power)
part_B = np.sum((g_x @ psi)**2) / k**2 - local_power + EI_grid
assert abs(rib_grid - N2_rib) < 5e-4 and abs(side_grid - N2_side) < 5e-4
assert part_A > 0 and part_B > 0
assert abs(part_A + part_B - (EI_grid - v12)) < 1e-8
assert abs(part_A + part_B - gap) < 0.1 * gap

# --- side region without a bound vertical mode ---
N2_thin = slab_top(e_core, e_sub, e_air, rest_thin)
h_long = 0.025
y_long = (np.arange(round(41.4 / h_long)) + 0.5) * h_long - 40.0
eps_long = np.where(y_long < 0, e_sub,
                    np.where(y_long < rest_thin, e_core, e_air))
top_long = top_1d(gradient(y_long.size, h_long, False), eps_long)
assert N2_thin == e_sub and e_sub - 1e-3 < top_long <= e_sub
cutoff = (np.arctan(np.sqrt((e_sub - e_air) / (e_core - e_sub)))
          / (k * np.sqrt(e_core - e_sub)))
assert rest_thin < cutoff < rest
n2_thin_2d = solve_guide(0.025, rest_thin)[0]
n2_thin_right = slab_top(N2_rib, N2_thin, N2_thin, width)
n2_thin_wrong = slab_top(N2_rib, e_air, e_air, width)
assert e_sub < n2_thin_wrong < n2_thin_2d < n2_thin_right

# --- size of neglected effects ---
h_test = 0.025
slab_tm = solve_guide(h_test, thick, 'y')[0]
box_term = (np.pi / (2 * (5.0 + h_test / 2)) / k)**2
expected_tm = slab_top(e_core, e_sub, e_air, thick, True) - box_term
assert abs(slab_tm - expected_tm) < 1e-3
vector = {}
for field in 'xy':
    coarse = np.sqrt(solve_guide(0.05, rest, field)[0]) - np.sqrt(v50)
    fine = np.sqrt(solve_guide(0.025, rest, field)[0]) - np.sqrt(v25)
    vector[field] = (fine, fine - coarse)
dn_dT, delta_T = 2e-4, 20.0
clad_depth = 3.0
leak = np.exp(-2 * k * np.sqrt(n2_2d - e_sub) * clad_depth)

print(f"wavelength: {1e3*wavelength:.0f} nm")
print(f"vacuum wavenumber k: {k:.4f} rad/um")
print(f"indices core, lower cladding, air: {n_core}, {n_sub}, {n_air}")
print(f"rib width: {1e3*width:.0f} nm")
print(f"core thickness in rib: {1e3*thick:.0f} nm")
print(f"core thickness beside rib: {1e3*rest:.0f} nm")
print(f"vertical N^2 and N in rib: {N2_rib:.5f}, {np.sqrt(N2_rib):.5f}")
print(f"vertical N^2 and N beside: {N2_side:.5f}, {np.sqrt(N2_side):.5f}")
print(f"effective-index (beta_EI/k)^2: {n2_EI:.5f}")
for h, v in zip(meshes, (v50, v25, v12)):
    print(f"2D (beta/k)^2, mesh {1e3*h:.1f} nm: {v:.5f}")
print(f"2D (beta/k)^2, extrapolated: {n2_2d:.5f}")
print(f"change between two extrapolations: {mesh_shift:.1e}")
print(f"change with larger box: {box_shift:.1e}")
print(f"fraction c of Y0^2 in etched layer: {fraction:.4f}")
print(f"fixed-profile side value M^2: {M2_side:.4f}")
print(f"lower bound on (beta/k)^2: {n2_lower:.5f}")
print(f"gap (beta_EI^2 - beta^2)/k^2: {gap:.5f}")
print(f"gap beta_EI^2 - beta^2: {k**2*gap:.4f} rad^2/um^2")
print(f"vertical mismatch A/k^2 (finest mesh): {part_A:.5f}")
print(f"lateral mismatch B/k^2 (finest mesh): {part_B:.5f}")
print(f"sum (A+B)/k^2 (finest mesh): {part_A+part_B:.5f}")
for name, v in (("lower bound", n2_lower), ("2D scalar", n2_2d),
                ("effective-index", n2_EI)):
    print(f"{name}: index {np.sqrt(v):.5f}, beta {k*np.sqrt(v):.4f} rad/um")
print(f"index overestimate: {np.sqrt(n2_EI)-np.sqrt(n2_2d):.5f}")
print(f"random profiles tested: {n_random}")
print(f"smallest gap, random profiles (mesh units): {min(random_gaps):.4f}")
print(f"largest |gap|, separable profiles: {max(separable_gaps):.0e}")
print(f"second-mode gap, uniform box (mesh units): {second_gap:.4f}")
print(f"cutoff thickness of side slab: {1e3*cutoff:.0f} nm")
print(f"deeper etch, core left beside rib: {1e3*rest_thin:.0f} nm")
print(f"deeper etch, lower-cladding n^2: {e_sub:.5f}")
print(f"deeper etch, air as side index (beta/k)^2: {n2_thin_wrong:.4f}")
print(f"deeper etch, 2D (beta/k)^2, 25 nm mesh: {n2_thin_2d:.4f}")
print(f"deeper etch, correct side index (beta/k)^2: {n2_thin_right:.4f}")
for field in 'xy':
    value, change = vector[field]
    print(f"semivectorial E{field} minus scalar index: {value:.5f}")
    print(f"  its change from 50 to 25 nm mesh: {change:.1e}")
print(f"rough dn/dT: {dn_dT:.0e} 1/K; temperature change: {delta_T:.0f} K")
print(f"thermal index change: {dn_dT*delta_T:.4f}")
print(f"assumed lower cladding thickness: {1e3*clad_depth:.0f} nm")
print(f"rough leakage factor exp(-2 gamma d): {leak:.1e}")
print("every check passed")
```

Output:

```
wavelength: 1550 nm
vacuum wavenumber k: 4.0537 rad/um
indices core, lower cladding, air: 3.37, 3.27, 1.0
rib width: 2000 nm
core thickness in rib: 1000 nm
core thickness beside rib: 600 nm
vertical N^2 and N in rib: 11.05451, 3.32483
vertical N^2 and N beside: 10.81690, 3.28891
effective-index (beta_EI/k)^2: 10.99054
2D (beta/k)^2, mesh 50.0 nm: 10.97692
2D (beta/k)^2, mesh 25.0 nm: 10.97500
2D (beta/k)^2, mesh 12.5 nm: 10.97451
2D (beta/k)^2, extrapolated: 10.97435
change between two extrapolations: -1.6e-05
change with larger box: 3.9e-07
fraction c of Y0^2 in etched layer: 0.1915
fixed-profile side value M^2: 9.0709
lower bound on (beta/k)^2: 10.94608
gap (beta_EI^2 - beta^2)/k^2: 0.01619
gap beta_EI^2 - beta^2: 0.2660 rad^2/um^2
vertical mismatch A/k^2 (finest mesh): 0.00659
lateral mismatch B/k^2 (finest mesh): 0.00958
sum (A+B)/k^2 (finest mesh): 0.01617
lower bound: index 3.30849, beta 13.4115 rad/um
2D scalar: index 3.31276, beta 13.4288 rad/um
effective-index: index 3.31520, beta 13.4387 rad/um
index overestimate: 0.00244
random profiles tested: 150
smallest gap, random profiles (mesh units): 0.0825
largest |gap|, separable profiles: 3e-14
second-mode gap, uniform box (mesh units): -0.1073
cutoff thickness of side slab: 398 nm
deeper etch, core left beside rib: 300 nm
deeper etch, lower-cladding n^2: 10.69290
deeper etch, air as side index (beta/k)^2: 10.9253
deeper etch, 2D (beta/k)^2, 25 nm mesh: 10.9430
deeper etch, correct side index (beta/k)^2: 10.9806
semivectorial Ex minus scalar index: -0.00116
  its change from 50 to 25 nm mesh: 2.0e-05
semivectorial Ey minus scalar index: -0.00607
  its change from 50 to 25 nm mesh: 1.5e-04
rough dn/dT: 2e-04 1/K; temperature change: 20 K
thermal index change: 0.0040
assumed lower cladding thickness: 3000 nm
rough leakage factor exp(-2 gamma d): 2.5e-06
every check passed
```
